**Newns model on a semi-elliptic band: region map and pole weights**

An adatom level \(\varepsilon_a\) is coupled by \(V\) to the end of a half-infinite chain of half-width \(D\), with \(a=\varepsilon_a/D\) and \(\lambda=2V^2/D^2\). A state splits off above the band for \(\lambda>1-a\) and below it for \(\lambda>1+a\); a resonance centred in the band requires \(\lambda<(1-|a|)/(2-|a|)\). The program asserts this map at 200 random points, away from the boundaries, using finite-chain eigenvalues and the roots of the squared pole equation. It also asserts the pole weights against chain eigenvectors, the sum rule by quadrature, the onset laws by high-precision root finding, and the resonance width by time evolution. For \(D=5\) eV and \(\varepsilon_a=-2.5\) eV, the output shows states splitting off at \(V=2.50\) and 4.33 eV. At \(V=3.5\) eV the single bound state lies at \(-5.56\) eV with weight 0.44. Mean-field repulsion, orbital overlap and band shape each shift it by a few tenths of an eV or less, and a rectangular band binds a second state.

## Numerical check

```python
"""Newns model: adatom level eps_a coupled by V to the end of a half-infinite
chain whose surface density of states is semi-elliptic (half-width D, centre 0).
Reduced symbols: a = eps_a/D, lam = 2 V^2/D^2, x = E/D.
Results under test:
  state above the band iff lam > 1-a, below the band iff lam > 1+a;
  poles x = (w+1/w)/2 with w = a +- sqrt(a^2+2 lam-1), physical if |w| > 1;
  pole weight Z = (w^2-1)/(2 w (w-a));
  complex second-sheet pole iff lam < (1-a^2)/2, with real part inside
  the band iff lam < (1-|a|)/(2-|a|)."""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, eigvalsh_tridiagonal
from scipy.optimize import brentq


def surface(x):
    """Half of D times the retarded surface Green function."""
    x = x + 0j
    return x - np.sqrt(x - 1) * np.sqrt(x + 1)


def adatom_dos(x, a, lam):
    """Adatom density of states per unit x, from the Green function."""
    return -(1 / (x - a - lam * surface(x))).imag / np.pi


def continuum_weight(a, lam, top=1.0):
    """Band part of the adatom weight between x = -1 and x = top."""
    def integrand(t):
        return adatom_dos(-np.cos(t), a, lam) * np.sin(t)
    return quad(integrand, 0, np.arccos(-top), limit=400)[0]


def split_off(a, lam):
    """Closed-form list of (x, Z) for the physical poles."""
    s2 = a * a + 2 * lam - 1
    if s2 <= 0:
        return []
    ws = [a - np.sqrt(s2), a + np.sqrt(s2)]
    return [((w + 1 / w) / 2, (w * w - 1) / (2 * w * (w - a)))
            for w in ws if abs(w) > 1]


def chain(a, lam, n):
    """Diagonal and off-diagonal of adatom plus n chain sites, units of D."""
    diag = np.zeros(n + 1)
    diag[0] = a
    off = np.full(n, 0.5)
    off[0] = np.sqrt(lam / 2)
    return diag, off


def resonance_pole(a, lam):
    q = 1 - 2 * lam
    return (a * (1 - lam) - 1j * lam * np.sqrt(q - a * a)) / q


# Surface function against the Hilbert transform of the semi-ellipse
def semi(y):
    return 2 / np.pi * np.sqrt(max(0.0, 1 - y * y))


for x in (-0.6, 0.2, 0.7):
    pv = -quad(semi, -1, 1, weight='cauchy', wvar=x)[0]
    assert abs(pv - 2 * surface(x).real) < 1e-6
    assert abs(-2 * surface(x).imag / np.pi - semi(x)) < 1e-12
for x in (-1.4, 1.2):
    direct = quad(lambda y: semi(y) / (x - y), -1, 1)[0]
    assert abs(direct - 2 * surface(x).real) < 1e-7

# Region map: finite-chain eigenvalues and roots of the squared pole equation
rng = np.random.default_rng(4)
tested = 0
seen = set()
while tested < 200:
    a, lam = rng.uniform(-1.6, 1.6), rng.uniform(0.02, 2.8)
    b = abs(a)
    edges = [1 - b, 1 + b, (1 - a * a) / 2, (1 - b) / (2 - b)]
    if min(abs(lam - e) for e in edges) < 0.03:
        continue  # finite chains shift the onset by order 1/n
    levels = eigvalsh_tridiagonal(*chain(a, lam, 400))
    above, below = np.sum(levels > 1), np.sum(levels < -1)
    assert above == int(lam > 1 - a) and below == int(lam > 1 + a)
    bare = np.array([1 - lam, -a])
    squared = np.polymul(bare, bare) - lam**2 * np.array([1, 0, -1])
    roots = np.roots(squared).astype(complex)
    physical = sum(abs(r - a - lam * surface(r)) < 1e-7 for r in roots)
    assert physical == above + below
    is_complex = abs(roots[0].imag) > 1e-9
    assert is_complex == (lam < edges[2])
    in_band = is_complex and abs(roots[0].real) < 1
    assert in_band == (lam < edges[3])
    seen.add((int(above + below), bool(is_complex)))
    tested += 1
assert seen == {(0, True), (0, False), (1, False), (2, False)}

# Pole energies and weights against eigenvectors; sum rule by quadrature
worst_weight = worst_sum = 0.0
for a, lam in ((-0.5, 0.98), (-0.5, 2.0), (0.3, 1.8), (1.4, 0.3)):
    e, vec = eigh_tridiagonal(*chain(a, lam, 600))
    outside = np.abs(e) > 1
    poles = split_off(a, lam)
    assert len(poles) == outside.sum()
    for (xp, z), en, wt in zip(poles, e[outside], vec[0, outside]**2):
        assert abs(xp - en) < 1e-8
        worst_weight = max(worst_weight, abs(z - wt))
    band = continuum_weight(a, lam)
    total = band + sum(z for _, z in poles)
    worst_sum = max(worst_sum, abs(total - 1))
    if len(poles) == 2:
        assert abs(band - 1 / (2 * lam - 1)) < 1e-7
assert worst_weight < 1e-7 and worst_sum < 1e-7

# Onset laws from high-precision solution of the original pole equation
mp.mp.dps = 40
a_on, delta = mp.mpf('0.3'), mp.mpf('0.001')
lam_c = 1 - a_on


def pole_equation(x):
    return x - a_on - (lam_c + delta) * (x - mp.sqrt(x * x - 1))


root = mp.findroot(pole_equation, (1 + mp.mpf('1e-12'), mp.mpf(2)),
                   solver='bisect', maxsteps=200)
z_on = 1 / mp.diff(pole_equation, root)
ratio_z = float(z_on / (delta / lam_c**2))
ratio_e = float((root - 1) / (delta**2 / (2 * lam_c**2)))
assert abs(ratio_z - 1) < 0.01 and abs(ratio_e - 1) < 0.01

# Resonance: exact Lorentzian factor and decay of the survival amplitude
xs = np.linspace(-0.99, 0.99, 199)
for a, lam in ((-0.5, 0.18), (0.2, 0.3)):
    xp = resonance_pole(a, lam)
    product = lam * np.sqrt(1 - xs**2) / (
        np.pi * (1 - 2 * lam) * np.abs(xs - xp)**2)
    assert np.allclose(product, adatom_dos(xs, a, lam), rtol=1e-10)
a_t, lam_t = -0.5, 0.05
e, vec = eigh_tridiagonal(*chain(a_t, lam_t, 600))
times = np.linspace(10, 40, 301)
survival = np.exp(-1j * np.outer(times, e)) @ vec[0]**2
rate = -np.polyfit(times, np.log(np.abs(survival)), 1)[0]
rate_pole = -resonance_pole(a_t, lam_t).imag
rate_golden = lam_t * np.sqrt(1 - a_t**2)
# band edges add a small power-law tail, hence the 1.5 percent tolerance
assert abs(rate / rate_pole - 1) < 0.015


# Humps of the symmetric continuum: two between 2-sqrt2 and 2+sqrt2
def hump_count(lam):
    y = adatom_dos(np.linspace(-1, 1, 4001), 0.0, lam)
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])))


assert [hump_count(v) for v in (0.55, 0.65, 2.0, 3.3, 3.5)] == [1, 2, 2, 2, 1]

print("Map: lam at which each boundary is met")
print("|a|   res.in band  complex pole  one state  two states")
for b in (0.0, 0.25, 0.5, 0.75):
    print(f"{b:.2f}  {(1-b)/(2-b):.4f}       {(1-b*b)/2:.4f}"
          f"        {1-b:.4f}     {1+b:.4f}")
print(f"Map points tested: {tested}")
print(f"Largest weight error, chain vs formula: {worst_weight:.1e}")
print(f"Largest sum-rule error: {worst_sum:.1e}")
print(f"Onset ratios exact/law: weight {ratio_z:.4f}, energy {ratio_e:.4f}")
print(f"Decay rate/D at a={a_t}, lam={lam_t}: chain {rate:.5f}")
print(f"  from pole {rate_pole:.5f}, golden rule {rate_golden:.5f}")

# Worked example, energies in eV from the band centre
D, eps = 5.0, -2.5
a = eps / D
b = abs(a)
print(f"Example: D = {D} eV, eps_a = {eps} eV, a = {a}")
for name, lb in (("resonance centre leaves band", (1 - b) / (2 - b)),
                 ("complex pole ends", (1 - a * a) / 2),
                 ("first state splits off", 1 - b),
                 ("second state splits off", 1 + b)):
    print(f"V where {name}: {D*np.sqrt(lb/2):.3f} eV")
grid = np.linspace(-1, 1, 20001)
for V in (1.5, 2.3, 3.5, 5.0):
    lam = 2 * V**2 / D**2
    poles = split_off(a, lam)
    peak = D * grid[np.argmax(adatom_dos(grid, a, lam))]
    print(f"V = {V} eV: lam = {lam:.4f}, split-off states: {len(poles)}")
    print(f"  band weight {continuum_weight(a, lam):.4f},"
          f" highest band peak {peak:.3f} eV")
    for xp, z in poles:
        print(f"  pole {D*xp:.4f} eV, weight {z:.4f}")
    if not poles and lam < (1 - a * a) / 2:
        xp = D * resonance_pole(a, lam)
        print(f"  resonance {xp.real:.4f} eV, half-width {-xp.imag:.4f} eV")
        print(f"  golden-rule half-width {D*lam*np.sqrt(1-a*a):.4f} eV")
    elif not poles:
        s = np.sqrt(a * a + 2 * lam - 1)
        virt = [D * (w + 1 / w) / 2 for w in (a - s, a + s)]
        print(f"  virtual states {virt[0]:.3f} and {virt[1]:.3f} eV")

# Neglected effects for V = 3.5 eV
V = 3.5
lam = 2 * V**2 / D**2
x0, z0 = split_off(a, lam)[0]
gap = D * (-1 - x0)
print(f"Neglected effects at V = {V} eV, gap below band {gap:.4f} eV")


def occupation(level):
    """Zero-temperature occupation per spin, Fermi energy at band centre."""
    r = level / D
    bound = sum(z for x, z in split_off(r, lam) if x < 0)
    return bound + continuum_weight(r, lam, 0.0)


e, vec = eigh_tridiagonal(*chain(a, lam, 1199))
assert abs(np.sum(vec[0, e < 0]**2) - occupation(eps)) < 2e-3
U = 6.0
eps_mf = brentq(lambda q: q - eps - U * (occupation(q) - 0.5), eps, 0.0)
mf_poles = split_off(eps_mf / D, lam)
stoner = U * adatom_dos(0.0, eps_mf / D, lam) / D
print(f"Occupation per spin without U: {occupation(eps):.4f}")
print(f"U = {U} eV: level {eps_mf:.3f} eV,"
      f" occupation {occupation(eps_mf):.4f}")
print(f"  split-off states {len(mf_poles)}, U*DOS(E_F) = {stoner:.3f}")
for xp, z in mf_poles:
    print(f"  pole {D*xp:.4f} eV, weight {z:.4f}")

# A broad sp band adds a constant half-width to the adatom level
delta_sp = 0.5
xc = x0 - 0.01j
for _ in range(60):
    h = 1e-6

    def inverse_green(y):
        return y - a + 1j * delta_sp / D - lam * surface(y)
    slope = (inverse_green(xc + h) - inverse_green(xc - h)) / (2 * h)
    xc = xc - inverse_green(xc) / slope
assert abs(inverse_green(xc)) < 1e-10
assert abs(-D * xc.imag / (z0 * delta_sp) - 1) < 0.05
print(f"sp half-width {delta_sp} eV: pole {D*xc.real:.4f} eV,"
      f" half-width {-D*xc.imag:.4f} eV")
print(f"  weight times sp half-width {z0*delta_sp:.4f} eV")

# Overlap S between adatom and end orbital; bonding sign convention
S = 0.1
x_s = brentq(lambda x: x - a - 2 * (V / D + x * S)**2 * surface(x).real,
             -3.0, -1.0)
diag, off = chain(a, lam, 250)
H = np.diag(diag) - np.diag(off, 1) - np.diag(off, -1)
metric = np.eye(251)
metric[0, 1] = metric[1, 0] = S
lowest = eigh(H, metric, eigvals_only=True)[0]
assert abs(lowest - x_s) < 1e-7
print(f"Overlap {S}: pole {D*x_s:.4f} eV")


# Rectangular band with the same edges
def rectangular(x):
    return x - a - lam / 4 * np.log((x + 1) / (x - 1))


check = quad(lambda y: 0.5 / (1.3 - y), -1, 1)[0]
assert abs((1.3 - a - rectangular(1.3)) - lam / 2 * check) < 1e-10
low = brentq(rectangular, -4.0, -1 - 1e-12)
high = brentq(rectangular, 1 + 1e-12, 4.0)
print(f"Rectangular band: poles {D*low:.4f} and {D*high:.4f} eV")
kT = constants.k * 300 / constants.e
print(f"kT at 300 K: {kT:.4f} eV, kT/gap = {kT/gap:.3f}")
print("verified")
```

Printed output:

```
Map: lam at which each boundary is met
|a|   res.in band  complex pole  one state  two states
0.00  0.5000       0.5000        1.0000     1.0000
0.25  0.4286       0.4688        0.7500     1.2500
0.50  0.3333       0.3750        0.5000     1.5000
0.75  0.2000       0.2188        0.2500     1.7500
Map points tested: 200
Largest weight error, chain vs formula: 9.2e-16
Largest sum-rule error: 2.0e-15
Onset ratios exact/law: weight 0.9962, energy 0.9965
Decay rate/D at a=-0.5, lam=0.05: chain 0.04476
  from pole 0.04479, golden rule 0.04330
Example: D = 5.0 eV, eps_a = -2.5 eV, a = -0.5
V where resonance centre leaves band: 2.041 eV
V where complex pole ends: 2.165 eV
V where first state splits off: 2.500 eV
V where second state splits off: 4.330 eV
V = 1.5 eV: lam = 0.1800, split-off states: 0
  band weight 1.0000, highest band peak -3.123 eV
  resonance -3.2031 eV, half-width 0.8782 eV
  golden-rule half-width 0.7794 eV
V = 2.3 eV: lam = 0.4232, split-off states: 0
  band weight 1.0000, highest band peak -4.896 eV
  virtual states -5.111 and -13.665 eV
V = 3.5 eV: lam = 0.9800, split-off states: 1
  band weight 0.5568, highest band peak -4.367 eV
  pole -5.5625 eV, weight 0.4432
V = 5.0 eV: lam = 2.0000, split-off states: 2
  band weight 0.3333, highest band peak 4.820 eV
  pole -6.8426 eV, weight 0.5182
  pole 5.1759 eV, weight 0.1484
Neglected effects at V = 3.5 eV, gap below band 0.5625 eV
Occupation per spin without U: 0.7262
U = 6.0 eV: level -1.583 eV, occupation 0.6529
  split-off states 1, U*DOS(E_F) = 0.353
  pole -5.2226 eV, weight 0.2930
sp half-width 0.5 eV: pole -5.5441 eV, half-width 0.2224 eV
  weight times sp half-width 0.2216 eV
Overlap 0.1: pole -5.1934 eV
Rectangular band: poles -5.7546 and 5.0216 eV
kT at 300 K: 0.0259 eV, kT/gap = 0.046
verified
```
